Why more reverse body bias eventually increases transistor off current

Multiply every leakage current in a transistor by the same factor, and the body bias at which the total is smallest cannot move. That bias can therefore depend on the currents only through their ratio.

Suppose that, as the reverse body bias V grows, one current falls as I₁ exp(−aV) and another rises as I₂ exp(bV), with constant a and b, both inverse voltages. Shifting the origin of V by c changes the ratio I₁/I₂ to (I₁/I₂) exp[−(a+b)c], and must change the optimum V* to V* − c. The form that respects both requirements is

V* = [ln(I₁/I₂) + K]/(a + b),

where K is dimensionless and can depend only on a/b. Setting the derivative of the sum to zero gives aI₁ exp(−aV*) = bI₂ exp(bV*), so K = ln(a/b). The optimum is finite for any b > 0, however small I₂ is. What remains is to find the two currents of a real structure, whose slopes are not constant.

**The belief and its appeal**

The belief is that more reverse body bias always means less off current. Its premise is sound. In an n-channel transistor, pulling the body below the source raises the threshold voltage, and the subthreshold current responds exponentially to threshold. In the example below, 0.2 V of reverse bias cuts that current fivefold.

A measurement can reinforce the belief. The subthreshold current runs from drain to source, but the tunnelling current of the drain junction runs from drain to body. An ammeter in the source lead misses the second. In the example at V = 0.6 V the subthreshold current is 0.54 pA/μm, while the drain carries 3.4 pA/μm.

**The falling current**

Put gate and source at 0, the drain at V_DD and the body at −V, with V ≥ 0. Currents are per unit gate width. The channel is long enough for one-dimensional electrostatics, its acceptor density N is uniform, carriers obey Boltzmann statistics, and v = kT/q.

Let φ be the potential above the neutral body. The hole density is N exp(−φ/v), and electrons contribute negligible charge in the off state. Poisson's equation is

φ″ = (qN/ε)[1 − exp(−φ/v)].

Multiply by 2φ′ and integrate from the neutral body, where φ and φ′ vanish, to the surface, where φ = ψ:

E_s² = (2qN/ε)[ψ − v + v exp(−ψ/v)].

Since ψ is about 27v here, the last term is dropped. The gate-to-body voltage is V. It is shared by the flat-band voltage V_FB, the silicon and the oxide, which takes εE_s/C_ox. With γ = √(2qεN)/C_ox and r = √(ψ − v),

V − V_FB − v = r² + γr.

The positive root is

r = −γ/2 + √(γ²/4 + V − V_FB − v).

Differentiating the quadratic gives dr/dV = 1/(2r + γ), so

dψ/dV = 2r/(2r + γ) = 1/n, n = 1 + γ/(2r).

The surface follows the gate only partly when the body is pulled down. That is the body effect: the barrier seen by source electrons rises by V minus the increase of ψ.

The source holds the electron quasi-Fermi potential a voltage V above the body, so the surface electron density at the source end is

n_s = (n_i²/N) exp[(ψ − V)/v].

Below the surface the potential falls nearly linearly with field E_s, so the electron density decays over a depth v/E_s and the sheet charge is Q_i = q n_s v/E_s. In weak inversion ψ is uniform along the channel, and the current is pure diffusion with coefficient μv. The charge at the drain end is smaller by exp(−V_DD/v), hence

I_s = (μv/L) Q_i [1 − exp(−V_DD/v)].

The V-dependent part of ln I_s is (ψ − V)/v − ln r, because E_s is proportional to r. Define a = −d ln I_s/dV. Then

a = (1 − 1/n)/v + (1/r)dr/dV
  = (γ/v + 1/r)/(2r + γ).

This is positive, so the belief is right about I_s. But r grows with V, the numerator falls and the denominator rises, so a falls. Each further tenth of a volt removes a smaller fraction of what is left. Moreover,

I_s″ = (a² − a′)I_s > 0,

since a′ < 0: the falling curve is strictly convex.

**What the threshold shift misses**

Define threshold by n_s = N. Then ψ = 2φ_F + V, with φ_F = v ln(N/n_i). Electrons now matter in Poisson's equation: they add v n_s/N = v to the bracket in E_s², which cancels the −v left by the holes. With V added to the gate-to-source voltage, the voltage balance gives

V_T = V_FB + 2φ_F + γ√(2φ_F + V).

A simple estimate divides the shift of V_T by nv, with n fixed at its zero-bias value, and exponentiates. At the optimum found below, V_T has risen from 0.323 to 0.419 V, and the estimate gives a reduction of exp[0.0952/(1.255 × 0.02585)] ≈ 19. The formula for I_s gives 43. In the off state the surface potential is lower than at threshold, so the depletion layer is thinner and couples the body more strongly: the barrier rises by 91 mV, which contributes 3.53 to the logarithm of the reduction. The stronger surface field thins the electron layer and contributes 0.24. The simple estimate understates the benefit here, so the case against unlimited bias does not rest on a weak body effect.

**The rising current**

The drain is an n⁺ region against a p-type halo of acceptor density N_h. Reverse body bias increases the voltage across this junction. An electron in the valence band of the halo can tunnel through the gap to the conduction band, leaving a hole that flows to the body.

In a uniform field F the barrier falls linearly from the gap energy E_g to zero over a distance E_g/(qF). The WKB exponent is

2∫√[2m(E_g − qFx)]/ħ dx = [2√(2m)/ħ] × (2/3)E_g^(3/2)/(qF) = B/F,

B = 4√(2m)E_g^(3/2)/(3qħ).

Silicon has an indirect gap, so a phonon must assist. I take an empirical generation rate for this process,

G = A F^(5/2) exp(−B/F),

with A = 4 × 10¹⁴ cm^(−1/2) V^(−5/2) s⁻¹ and B = 19 MV/cm, both rough values for silicon. The derivation supports the exponential; the prefactor is an input. The mass implied by B, 0.055 electron masses, is a fitting parameter of this simple barrier.

For an abrupt one-sided junction the field falls linearly from F_m to zero over the depletion width W. Gauss's law gives F_m = qN_hW/ε, and the total drop is F_mW/2. Eliminating W,

F_m = √[2qN_h(V_bi + V_DD + V)/ε].

The current density is J = q∫G dx. Because |dx| = ε dF/(qN_h),

J = (εA/N_h) ∫₀^F_m F^(5/2) exp(−B/F) dF.

With t = B/F the integral becomes B^(7/2) ∫ t^(−9/2) exp(−t) dt from B/F_m to infinity, which is B^(7/2) Γ(−7/2, B/F_m), an incomplete gamma function. The slope is simpler. From the expression for F_m, dF_m/dV = qN_h/(εF_m), and V enters J only through the upper limit:

dJ/dV = qA F_m^(3/2) exp(−B/F_m).

The slope is positive and itself increases with V. So J is strictly convex and grows without bound in this model. For a junction face of height H, I_j = HJ.

**Why there is one optimum, and when it is at zero**

The drain off current is I = I_s + I_j. Both terms are strictly convex, so I′ increases steadily and can vanish at most once.

If I′(0) < 0, a minimum at V > 0 must exist: −I_s′ = aI_s falls towards zero while I_j′ keeps rising, so they meet. If I′(0) ≥ 0, the least current on V ≥ 0 is at V = 0, and any reverse bias makes matters worse. A reverse-bias optimum is therefore conditional:

a(0)I_s(0) > I_j′(0).

At the optimum, with b = d ln I_j/dV,

aI_s = bI_j, or I_j/I_s = a/b.

The optimum is not break-even, the bias at which the added tunnelling current equals the subthreshold current saved:

I_j(V) − I_j(0) = I_s(0) − I_s(V).

There the total has climbed back to its zero-bias value, so the minimum has already been passed. Break-even must occur whenever an interior optimum exists, because the saving cannot exceed I_s(0) and the cost is unbounded. Nor is the optimum where the two currents are equal, unless a = b there.

**A number**

To illustrate the long-channel formulas, insert rough parameters for silicon. The result is not a prediction for a real 60 nm transistor, for a reason given in the last section. The parameters are a 2.5 nm oxide, a 60 nm channel with N = 10¹⁸ cm⁻³, a halo with N_h = 2 × 10¹⁸ cm⁻³, μ = 250 cm²/Vs, H = 30 nm, V_DD = 1 V and T = 300 K. The relative permittivities are 11.7 for silicon and 3.9 for the oxide. An n⁺ silicon gate gives V_FB = −1.036 V; γ = 0.417 V^(1/2) and V_bi = 1.054 V.

At V = 0,

r = −0.2086 + √(0.0435 + 1.0362 − 0.0259) = 0.818 V^(1/2),

a = (0.4171/0.02585 + 1/0.818)/(1.636 + 0.417) = 8.45 V⁻¹.

The currents are I_s = 46.5 pA/μm and I_j = 0.214 pA/μm. Tunnelling is under half a percent of the total, which makes it easy to ignore. Its peak field is 1.127 MV/cm, so its slope is

I_j′(0) = HqA F_m^(3/2) exp(−16.85) ≈ 1.1 pA/μm per volt,

against aI_s ≈ 393 pA/μm per volt. Reverse bias helps at first.

Dividing by I_j gives b(0) ≈ 5.1 V⁻¹. Freezing both slopes at these values, the opening formula predicts

V* ≈ ln(393/1.1)/(8.45 + 5.1) ≈ 0.43 V.

The full balance gives 0.50 V. Both slopes have fallen by then, to a = 6.86 and b = 3.80 V⁻¹, so the currents take longer to reach the required ratio. At this bias I_s = 1.07 and I_j = 1.93 pA/μm. The two sides agree:

aI_s = 6.864 × 1.0685 = 7.33,
bI_j = 3.803 × 1.9285 = 7.33 pA/μm per volt.

The total is 3.0 pA/μm, a factor of 15.6 below its zero-bias value. The currents were equal earlier, at 0.44 V. Beyond the optimum the total rises to 10.4 pA/μm at 1 V, and break-even comes at 1.57 V. There the subthreshold current has been cut by a factor of 25,000 and the drain leaks as much as with no body bias at all.

As a test, I_s was also computed by integrating the electron charge over depth and quasi-Fermi potential, with holes, acceptors and electrons all kept in Poisson's equation. At V = 0, 0.5 and 1.5 V at 300 K, and at 0.5 V at 358 K, the closed formula differed from this integral by at most 2.0 percent. Minimizing that integral plus a spatial integral of the tunnelling rate put the optimum at 0.499 V, against 0.498 V from the slope condition.

**When the optimum vanishes or moves**

Raise the halo doping and hold everything else fixed, including the channel doping. The junction field grows, and at N_h = 4.2 × 10¹⁸ cm⁻³ the zero-bias slopes cancel. Above that value, reverse bias increases the drain current from the start. A heavier halo, used to protect a short channel from its drain, can thus remove the usefulness of reverse body bias. The critical number belongs to this example; in a real device the halo also changes the channel and hence I_s.

Minimum power is a different criterion. The subthreshold current falls through V_DD, but the junction current falls through V_DD + V. With lossless supplies,

P = V_DD I_s + (V_DD + V)I_j.

Setting P′ = 0 gives

V_DD aI_s = (V_DD + V)bI_j + I_j.

Both changes on the right penalize tunnelling more heavily, and the optimum moves down to 0.45 V.

**How far to trust half a volt**

The weakest assumption is one-dimensional electrostatics. For abrupt junctions in the channel doping, the depletion widths at V = 0 are about 37 nm at the source and 51 nm at the drain, together more than the 60 nm channel. The built-in fields of the junctions then lower the source barrier even at small drain voltage. A real channel this short and doped this way would leak far more than I_s says, and its optimum would lie at a larger reverse bias. A rough two-dimensional estimate for junctions 15 to 30 nm deep puts the zero-bias subthreshold current about three to four orders of magnitude above I_s and, with I_j unchanged, the optimum above 2 V, far outside the range of shifts quoted below. The junction formula also assumes a uniform halo at least as wide as its depletion layer, about 41 nm at the optimum. Such a halo would fill most of the 60 nm channel, which the uniform channel doping in I_s ignores.

The shifts below therefore show only how sensitive the long-channel example is. Each effect is added alone, starting from 0.50 V.

Drain-induced barrier lowering, which long-channel electrostatics omits, raises I_s; an illustrative threshold reduction of 80 mV, much less than this 60 nm structure would actually suffer, moves the optimum to 0.76 V. Quantization of the inversion layer in a triangular well with an infinite wall multiplies the zero-bias I_s by about 0.07 and moves the optimum to 0.24 V; the curvature of the well and a finite oxide barrier change these to about 0.10 and 0.27 V. These large shifts are opposed, and their combined effect was not computed. If the logarithm of the subthreshold reduction is 30 percent smaller, the optimum is 0.59 V; in a channel this short and doped this way, the body effect would be weakened much more than that.

On the junction side, replacing the local field by its mean over a path that drops the full gap, with A and B unchanged, gives 0.72 V. Avalanche multiplication of the tunnelling current acts the other way: a local estimate, using the electron ionization coefficient for both carriers, gives 0.44 V. That coefficient is extrapolated well above the fields at which it was fitted, and a local model ignores the distance a carrier needs to gain the ionization energy, so the figure is only indicative. Channel electrons crossing the drain field multiply too, which makes the shift smaller. In that estimate the ionization integral is 0.66 at 1.57 V, the break-even bias found above without avalanche, below the value of 1 that marks breakdown. A built-in voltage 0.1 V higher, to represent a degenerate drain, gives 0.47 V. Adding the tunnelling current of the source junction, which flows in the source lead rather than the drain, changes the optimum of the summed leakage by about 1 mV.

Operating temperature matters as much as structure. At 358 K, with mobility, gap, A and B held fixed, the optimum is 0.89 V, mainly because the zero-bias subthreshold current has grown about twentyfold, while the tunnelling current has fallen slightly with the built-in voltage. The smaller slope a adds to the shift. A body bias fixed at the room-temperature optimum would then be too small.

Gate tunnelling in the drain overlap, roughly 0.06 pA/μm, depends on the gate-to-drain voltage. In this estimate it adds a constant and does not move the optimum. Thermal generation, for an assumed lifetime of 100 ns, is near 10⁻⁵ pA/μm. Purely vertical tunnelling in the overlap is closed if the heavily doped drain keeps the full 1.12 eV gap, since the bands there bend by at most 1 eV. Trap-assisted tunnelling, enhanced corner fields and the bottom of the junction are left out; they could add junction leakage that this calculation does not bound.

Taken one at a time, these changes put the optimum of the example between 0.24 and 0.89 V. Combinations can go further: a higher temperature and drain-induced barrier lowering, for instance, both push it upward. Half a volt is therefore not a universal value. To minimize the drain current of a bulk transistor, the practical test follows from the slope condition: measure that current, not the source current alone, at the intended temperature and supply. Increase the reverse bias only while it still falls and the junctions stay within their rated voltage. The numerical output below gives the intermediate values.

Computed values

```
Inputs: oxide 2.5 nm, channel 60 nm, VDD 1.0 V
Doping: channel 1.0e+18, halo 2.0e+18 cm^-3
Mobility 250 cm2/Vs, junction height 30 nm, T 300 K
Gap 1.12 eV, intrinsic density 1.0e+10 cm^-3
Tunnelling A 4.0e+14 cm^-1/2 V^-5/2 s^-1, B 19.0 MV/cm
Mass implied by B: 0.0551 electron masses
kT/q 25.85 mV, gamma 0.4171 V^1/2
Flat-band -1.0362 V, 2*phi_F 0.9524 V
Junction built-in voltage 1.0541 V
Off surface potential at V=0: 0.6950 V
Swing factor n: 1.2550 at V=0, 1.2011 at optimum
Threshold: 0.3233 V at V=0, 0.4185 V at optimum
Largest error of I_s formula in tests: 2.01 percent
Body bias V | I_s | I_j | total (pA/um)
0.0 V | 46.45 | 0.2139 | 46.66
0.2 V | 9.272 | 0.5614 | 9.833
0.4 V | 2.115 | 1.316 | 3.431
0.6 V | 0.5362 | 2.815 | 3.351
1.0 V | 0.04394 | 10.38 | 10.43
1.5 V | 0.002705 | 39.36 | 39.37
2.0 V | 0.0002191 | 117.8 | 117.8
Optimum body bias, slope formula: 0.4978 V
Optimum body bias, direct minimization: 0.4991 V
At optimum: I_s 1.0685, I_j 1.9285, total 2.9971 pA/um
Slope a: 8.454 /V at V=0, 6.864 /V at optimum
Slope b at optimum: 3.803 /V
I_j/I_s at optimum: 1.8049
Peak junction field at optimum: 1.256 MV/cm
Total reduction at optimum: factor 15.57
I_s reduction at optimum: factor 43.47
Fixed-swing estimate of I_s reduction: factor 18.83
Equal-current bias: 0.4431 V
Break-even bias: 1.5718 V
I_s reduction at break-even: factor 2.501e+04
Critical halo doping: 4.222e+18 cm^-3
Minimum-power body bias: 0.447 V
Optimum bias with one neglected effect included:
DIBL of 80 mV: 0.759 V
Quantization: 0.241 V
Quantization factor on I_s at V=0: 0.0673
Log body effect weakened 30 percent: 0.592 V
Nonlocal path-mean field: 0.715 V
Avalanche, local estimate: 0.437 V
Ionization integral: 0.437 at optimum, 0.661 at break-even
Built-in voltage 0.1 V higher: 0.467 V
Source junction included: 0.497 V
Temperature 358 K: 0.886 V
Gate-overlap tunnelling, rough: 0.0628 pA/um
Thermal generation, 100 ns lifetime: 9.8e-06 pA/um
Vertical overlap bending at most 1.00 eV; gap 1.12 eV
```
